# Band edges without effective mass on a chain with power-law hopping

An electron that hops between neighbouring sites of a chain has a parabolic band near its lowest energy, and the curvature of the parabola defines an effective mass. A hop over \(r\) sites adds to this curvature in proportion to its amplitude times \(r^2\). If the amplitude falls off slowly, as \(1/r^\alpha\), the contributions form the sum \(\sum_r r^{2-\alpha}\), which diverges for \(\alpha\le 3\). The parabola is then lost, although the band energy itself stays finite as long as \(\alpha>1\). The question is what shape the band edge takes between these two values.

## The model

The chain is infinite, with lattice constant \(a\), one orthogonal orbital per site and independent electrons. The site energy is zero, and the matrix element between sites \(r\) spacings apart is \(-t/r^\alpha\) with \(t>0\). Atomic units (\(\hbar=m_e=1\)) are used in the algebra, with \(q=ka\).

A Bloch state has amplitude \(e^{iqj}\) on site \(j\). Its neighbours at distance \(r\) on the two sides contribute \(e^{iqr}+e^{-iqr}=2\cos qr\), so

\[
E(q)=-2t\sum_{r=1}^{\infty}\frac{\cos qr}{r^\alpha},\qquad
E(q)-E(0)=2t\,S(q),\qquad
S(q)=\sum_{r=1}^{\infty}\frac{1-\cos qr}{r^\alpha}.
\]

No term of \(S\) is negative, so \(q=0\) is the bottom of the band: all hops add in phase there. If \(t\) were negative, the band would be inverted and \(q=0\) would be its top. For \(\alpha\le1\) the sum for \(E(0)\) diverges and the band has no lower bound. Below, \(1<\alpha<3\) unless another range is named, and \(q>0\); the band is even in \(q\).

## A back-of-envelope argument

For small \(q\) the wave changes phase appreciably over about \(1/q\) sites. Cut the sum there.

For \(r<1/q\), use \(1-\cos qr\approx q^2r^2/2\) and replace the sum by an integral:

\[
\frac{q^2}{2}\int_0^{1/q}r^{2-\alpha}\,dr=\frac{q^2}{2}\,\frac{q^{\alpha-3}}{3-\alpha}=\frac{q^{\alpha-1}}{2(3-\alpha)} .
\]

For \(r>1/q\), the cosine oscillates and largely averages out, leaving

\[
\int_{1/q}^{\infty}r^{-\alpha}\,dr=\frac{q^{\alpha-1}}{\alpha-1}.
\]

Both parts carry the same power, so

\[
S(q)\approx C_{\rm est}\,q^{\alpha-1},\qquad C_{\rm est}=\frac{1}{2(3-\alpha)}+\frac1{\alpha-1}.
\]

The near integral converges at its lower end because \(\alpha<3\), and the far one at its upper end because \(\alpha>1\). The length \(1/q\) therefore sets the scale, and no fixed microscopic length enters. Hops of about this length dominate only in the middle of the range: near \(\alpha=1\) most of the sum comes from much longer hops, and near \(\alpha=3\) from much shorter ones. The velocity, being the derivative of the energy, should vary as \(q^{\alpha-2}\) and diverge at the edge for \(\alpha<2\).

## The controlled derivation

To obtain the constant and the first correction, write the power as an integral over exponentials,

\[
\frac1{r^\alpha}=\frac1{\Gamma(\alpha)}\int_0^\infty s^{\alpha-1}e^{-rs}\,ds ,
\]

which follows from the definition of \(\Gamma(\alpha)\) after rescaling \(s\). The terms of \(S\) are non-negative, so sum and integral may be exchanged. With the geometric series \(\sum_{r\ge1}e^{-rz}=n(z)\), \(n(z)=1/(e^z-1)\), this gives

\[
S(q)=\frac1{\Gamma(\alpha)}\int_0^\infty s^{\alpha-1}\left[n(s)-\mathrm{Re}\,n(s-iq)\right]ds .
\]

The non-analytic behaviour comes from the pole of \(n\) at zero. Separate it: \(n(z)=1/z+h(z)\), where \(h\) is smooth near the positive real axis and \(h(0)=-\tfrac12\).

**Pole part.** Here

\[
\frac1s-\mathrm{Re}\frac1{s-iq}=\frac1s-\frac{s}{s^2+q^2}=\frac{q^2}{s(s^2+q^2)} .
\]

Substituting \(s=qu\) gives

\[
\frac1{\Gamma(\alpha)}\int_0^\infty\frac{s^{\alpha-2}q^2}{s^2+q^2}\,ds
=\frac{q^{\alpha-1}}{\Gamma(\alpha)}\int_0^\infty\frac{u^{\alpha-2}}{1+u^2}\,du .
\]

With \(w=u^2\) and \(p=\alpha-1\), the last integral becomes a beta integral:

\[
\frac12\int_0^\infty\frac{w^{p/2-1}}{1+w}\,dw=\frac12\Gamma\!\left(\tfrac p2\right)\Gamma\!\left(1-\tfrac p2\right)=\frac{\pi}{2\sin(\pi p/2)} ,
\]

where the last step is the reflection formula. It requires \(0<p<2\), which is the stated range of \(\alpha\). The pole part is thus \(Cq^{\alpha-1}\), with

\[
C=\frac{\pi}{2\,\Gamma(\alpha)\sin[\pi(\alpha-1)/2]}>0 .
\]

**Smooth part.** Expand in \(q\). The odd powers are imaginary, so

\[
h(s)-\mathrm{Re}\,h(s-iq)=\frac{q^2}{2}h''(s)+O(q^4).
\]

At large \(s\), \(h\approx-1/s\) and \(h''\approx-2/s^3\), so the integral over \(s^{\alpha-1}h''\) converges for \(\alpha<3\). The smooth part is \(Bq^2+O(q^4)\), with

\[
B=\frac1{2\Gamma(\alpha)}\int_0^\infty s^{\alpha-1}h''(s)\,ds .
\]

For \(2<\alpha<3\), integrate by parts twice. The boundary terms \(s^{\alpha-1}h'\) and \(s^{\alpha-2}h\) vanish at both ends, and

\[
B=\frac{(\alpha-1)(\alpha-2)}{2\Gamma(\alpha)}\int_0^\infty s^{\alpha-3}h(s)\,ds .
\]

This integral is a zeta function. For \(p>1\), summing exponentials gives

\[
\Gamma(p)\zeta(p)=\int_0^\infty s^{p-1}n\,ds=\int_0^1s^{p-1}h\,ds+\frac1{p-1}+\int_1^\infty s^{p-1}n\,ds .
\]

The right-hand side continues analytically to \(0<p<1\), where \(1/(p-1)=-\int_1^\infty s^{p-2}ds\). Since \(n-1/s=h\), the pieces combine into \(\int_0^\infty s^{p-1}h\,ds\). Setting \(p=\alpha-2\) and using \(\Gamma(\alpha)=(\alpha-1)(\alpha-2)\Gamma(\alpha-2)\), we find \(B=\zeta(\alpha-2)/2\). The original integral for \(B\) is analytic in \(\alpha\) throughout \(1<\alpha<3\), so the result also holds for \(1<\alpha\le2\). Altogether,

\[
E(q)-E(0)=2t\left[C|q|^{\alpha-1}+\tfrac12\zeta(\alpha-2)\,q^2+O(q^4)\right].
\]

The leading power suffices when \(|B|q^{3-\alpha}/C\ll1\).

The case \(\alpha=2\) can be checked by hand. There \(S'(q)=\sum_r\sin(qr)/r=-\mathrm{Im}\ln(1-e^{iq})=(\pi-q)/2\) for \(0<q<2\pi\), hence \(S=\pi q/2-q^2/4\). This agrees with \(C=\pi/2\) and \(B=\zeta(0)/2=-1/4\).

## How good the estimate was

Replacing the whole sum by an integral, without splitting it, gives \(q^{\alpha-1}\int_0^\infty(1-\cos x)x^{-\alpha}dx\). This integral is \(C\): inserting the exponential representation and using \(\int_0^\infty(1-\cos x)e^{-ux}dx=1/[u(1+u^2)]\) reproduces the pole part. The rough argument therefore made two approximations to one integral, below and above \(x=1\).

| \(\alpha\) | \(C\) | \(C_{\rm est}\) |
|---|---|---|
| 1.5 | 2.507 | 2.333 |
| 2 | 1.571 | 1.500 |
| 2.5 | 1.671 | 1.667 |

On a grid of exponents from 1.02 to 2.98, the largest error is 6.9 % of \(C\). The estimate has the right behaviour at both ends, so its relative error vanishes there: \(C\to1/(\alpha-1)\) as \(\alpha\to1\), where distant sites dominate, and \(C\approx1/[2(3-\alpha)]\) as \(\alpha\to3\), where the near region does. At \(\alpha=1.5\) the discrepancy is 0.173. The near part contributes little to it, since \(0\le x^2/2-1+\cos x\le x^4/24\) limits its error to \(1/[24(5-\alpha)]=0.012\). The discrepancy comes from the neglected cosine beyond \(x=1\), which the small near error, having the opposite sign, slightly offsets.

## Velocity and mass

The smooth part can be differentiated term by term. For \(q>0\) the velocity \(v=dE/dk=a\,dE/dq\) is

\[
v=2ta\left[(\alpha-1)C\,q^{\alpha-2}+2Bq+O(q^3)\right].
\]

There are three cases as \(q\to0\):

- For \(1<\alpha<2\), \(v\) diverges and the band has a cusp.
- For \(\alpha=2\), \(v\to\pi ta\). On the other side of the edge it tends to \(-\pi ta\), so the band has a kink.
- For \(2<\alpha<3\), \(v\) vanishes, but more slowly than the linear law of a massive particle.

The mass needs more care, because two definitions of curvature that agree for a parabola now differ. Across the edge, the symmetric second difference is

\[
a^2\,\frac{E(q)+E(-q)-2E(0)}{q^2}=\frac{4ta^2S(q)}{q^2}\simeq4ta^2C\,q^{\alpha-3}\to+\infty
\]

for all \(1<\alpha<3\). Beside the edge, the ordinary second derivative is

\[
\frac{d^2E}{dk^2}\simeq2ta^2\left[(\alpha-1)(\alpha-2)C\,q^{\alpha-3}+2B\right].
\]

It tends to \(-\infty\) for \(\alpha<2\), equals \(-ta^2\) at \(\alpha=2\), and tends to \(+\infty\) for \(\alpha>2\). The negative values belong to the flanks of the cusp and do not describe a particle of negative mass at the bottom. If one insists on writing \(E-E(0)=k^2/2m\), the required mass is \(m(q)\simeq q^{3-\alpha}/(4ta^2C)\), which goes to zero at the edge. No finite, nonzero mass describes it.

## The other edge

The loss of the mass affects one edge. Taking the real part explicitly,

\[
\mathrm{Re}\,n(s-iq)=-\frac12+\frac{\sinh s}{2(\cosh s-\cos q)} ,
\]

so differentiation of \(S\) gives

\[
S'(q)=\frac{\sin q}{2\Gamma(\alpha)}\int_0^\infty\frac{s^{\alpha-1}\sinh s}{(\cosh s-\cos q)^2}\,ds .
\]

This is positive for \(0<q<\pi\): the band rises steadily and its top lies at \(q=\pi\). Near \(q=\pi\) the denominator stays away from zero, so the band is smooth. Since \(\sin q\) has slope \(-1\) there,

\[
S''(\pi)=-\frac1{2\Gamma(\alpha)}\int_0^\infty\frac{s^{\alpha-1}\sinh s}{(\cosh s+1)^2}\,ds ,
\]

which is finite and negative. The top has an ordinary negative mass, \(1/m=2ta^2S''(\pi)\). Physically, successive hops alternate in sign at this edge, and in the infinite chain their long-range contributions cancel. For \(\alpha\le2\) this cancellation is delicate: the terms \((-1)^r r^{2-\alpha}\) of the curvature do not decay, so a sharp cut after \(R\) sites leaves a remainder of about \(R^{2-\alpha}/2\) in \(S''(\pi)\), with a sign that alternates with \(R\). At \(\alpha=1.5\) and \(R=100\) the remainder is \(+5\), which outweighs \(S''(\pi)=-0.38\) and moves the top of the cut band slightly away from \(q=\pi\). A linear ramp over \(W\) sites reduces the remainder to at most about \(R^{2-\alpha}/(2W)\), and a smooth factor such as \(e^{-(r/R)^2}\) removes it.

## The boundary at \(\alpha=3\)

Let \(\alpha=3-\varepsilon\). Then \(\sin[\pi(\alpha-1)/2]=\sin(\pi\varepsilon/2)\approx\pi\varepsilon/2\). With \(\Gamma(3)=2\) and \(\Gamma'(3)/\Gamma(3)=\tfrac32-\gamma\), where \(\gamma\) is Euler's constant,

\[
C\approx\frac1{2\varepsilon}+\frac34-\frac\gamma2,\qquad
B=\frac12\zeta(1-\varepsilon)\approx-\frac1{2\varepsilon}+\frac\gamma2 .
\]

Since \(q^{2-\varepsilon}\approx q^2(1-\varepsilon\ln q)\), the poles cancel in the sum and leave

\[
S(q)\to\frac{q^2}{2}\left(\frac32-\ln q\right)\qquad(\alpha=3).
\]

The curvature still diverges, but logarithmically. The cancellation also shows why the pure power law becomes poor as \(\alpha\) approaches 3: its correction has nearly the same size and the opposite sign unless \(q\) is extremely small.

For \(\alpha>3\), the ratio \((1-\cos qr)/q^2\) is bounded by \(r^2/2\), whose weighted sum converges. The limit \(q\to0\) may then be taken term by term, giving \(S\simeq q^2\zeta(\alpha-2)/2\) and the ordinary mass \(1/m=2ta^2\zeta(\alpha-2)\).

## Numbers for a model chain

Take the round values \(t=0.1\) eV and \(a=5\) Å, held fixed while \(\alpha\) changes. They represent no particular material. The energies below come from direct lattice sums. The exponent is measured between \(ka=0.001\) and \(0.01\), and \(\hbar v\) is given at these two points.

| \(\alpha\) | \(E-E(0)\) at 0.01 (eV) | exponent | \(\hbar v\) at 0.01 (eV Å) | \(\hbar v\) at 0.001 (eV Å) |
|---|---|---|---|---|
| 1.5 | 0.0501 | 0.500 | 12.53 | 39.63 |
| 2 | 0.00314 | 0.999 | 1.566 | 1.570 |
| 2.5 | 0.000320 | 1.487 | 0.236 | 0.078 |

For \(\alpha=1.5\) the leading law gives \(2(0.1)(2.5066)(0.01)^{0.5}=0.0501\) eV. Moving ten times closer to the edge multiplies the velocity by 3.16, as \(q^{-1/2}\) requires, and brings it to \(6.0\times10^6\) m/s. The law would reach the speed of light near \(ka=4\times10^{-7}\), so the divergence belongs to the model's instantaneous hopping of unlimited range and cannot be followed that far in a physical chain. For \(\alpha=2\) the velocity approaches \(\pi ta/\hbar\), about \(2.4\times10^5\) m/s.

For \(\alpha=2.5\) the measured exponent falls short of 1.5. The reason is the quadratic term: at \(ka=0.01\) the leading law gives \(3.342\times10^{-4}\) eV, and \(2tBq^2=2(0.1)(-0.7302)(10^{-4})=-0.146\times10^{-4}\) eV lowers this to the summed value, \(3.196\times10^{-4}\) eV. The correction is 4.4 % of the leading term here and 14 % at \(ka=0.1\). For \(\alpha=1.5\) it is 0.13 % even at \(ka=0.1\).

The masses at the top edge are \(-4.0\), \(-3.0\) and \(-2.5\,m_e\) for \(\alpha=1.5\), 2 and 2.5. For \(\alpha=4\), beyond the boundary, the bottom has a mass of \(0.93\,m_e\).

## What a finite range changes

The singularity needs hops of unlimited length. If hopping stops at \(R\) sites, \(S\) is a finite sum of cosines, and the bottom regains a mass:

\[
\frac1{m_R}=2ta^2\sum_{r=1}^{R}r^{2-\alpha}\approx2ta^2\frac{R^{3-\alpha}}{3-\alpha}\qquad(R^{3-\alpha}\gg1).
\]

For \(R=100\), the example gives \(0.0023\), \(0.015\) and \(0.082\,m_e\) for \(\alpha=1.5\), 2 and 2.5. With nearest-neighbour hopping alone it would be \(7.62/(2\cdot0.1\cdot25)=1.52\,m_e\), using \(\hbar^2/m_e=7.62\) eV Å\(^2\). The small masses measure the range of the hopping and apply for \(q\ll1/R\).

The velocity is bounded as well. Putting \(y=qR\) and \(x=r/R\), for fixed \(y\) and \(R^{3-\alpha}\gg1\),

\[
v\approx2ta\,R^{2-\alpha}\int_0^1x^{1-\alpha}\sin(yx)\,dx .
\]

For \(\alpha<2\) the largest value over \(y\) therefore grows as \(R^{2-\alpha}\). At \(\alpha=1.5\) and \(R=100\), the maximum of \(\hbar v\) is 10.6 eV Å, at \(ka\approx0.026\). Raising \(R\) to 10 000 multiplies it by 9.98, close to the predicted \(\sqrt{100}=10\).

For \(q\gg1/R\) the missing hops still matter to energies measured from the bottom. The lost part of \(S\) is

\[
\sum_{r>R}\frac{1-\cos qr}{r^\alpha}\approx\frac{R^{1-\alpha}}{\alpha-1},
\]

up to a smaller oscillating term. It is nearly independent of \(q\), because the cut mainly raises the bottom itself. For \(\alpha=1.5\) and \(R=100\) the predicted loss is \(2(0.1)(0.2)=0.040\) eV. At \(ka=0.1\) the sums give 0.158 eV without the cut and 0.119 eV with it, a loss of 0.039 eV, or 25 % of the uncut value. For \(\alpha=2\) and 2.5 the losses are 6.2 % and 1.4 %.

This decides where the result can apply. Direct hopping between localized orbitals with exponentially decaying tails has a finite effective range, and its band edge has an ordinary mass. Transfer of an excitation by dipole coupling falls as \(1/r^3\) at distances short compared with the wavelength of the light involved. Its sign depends on orientation, so the singular edge is the bottom of the band for head-to-tail dipoles and the top for side-by-side ones. This gives the logarithmic boundary case only for \(ka\ll1\) with \(k\) well above the wavenumber of that light; closer to the edge, retardation changes the coupling and the logarithmic law no longer holds. A power law with \(1<\alpha<3\) needs a coupling of longer range, and its edge follows \(|k|^{\alpha-1}\) in the part of the window \(1/R\ll ka\ll1\) where \(|B|(ka)^{3-\alpha}/C\ll1\) also holds; near \(\alpha=3\) this requires extremely small \(ka\) and a correspondingly long range. Energies must be measured from the bottom of the uncut band. For a sharp cut it lies about \(2tR^{1-\alpha}/(\alpha-1)\) below the actual bottom; for a gradual cutoff factor \(f(r)\) the shift is \(2t\sum_r[1-f(r)]/r^\alpha\), which can be much larger. The window applies to the energy. A sharp cut adds to the velocity a ripple of relative size \((kaR)^{1-\alpha}/[(\alpha-1)C]\), which fades slowly for \(\alpha\) near 1, and for \(\alpha<2\) it adds to the curvature a ripple that grows as \((kaR)^{2-\alpha}\) relative to the power law and hides it. The numerical output lists the values used here.

## Computed results

```
hopping t = 0.1 eV, spacing a = 5.0 angstrom, cutoff R = 100 sites
hbar^2/m_e = 7.6200 eV angstrom^2
largest error of estimate of C, alpha 1.02-2.98: 6.9 %
--- alpha = 1.5
C = 2.5066, estimate of C = 2.3333, B = -0.1039
E-E(0) at ka=0.01: 5.0130e-02 eV; at ka=0.001: 1.5853e-02 eV
leading law at ka=0.01: 5.0133e-02 eV
measured exponent, ka 0.001 to 0.01: 0.5000
|B| q^2 / (C q^(alpha-1)): 0.004 % at ka=0.01, 0.13 % at ka=0.1
hbar v at ka=0.01: 12.5312; at ka=0.001: 39.6336 eV angstrom
v at ka=0.001: 6.021e+06 m/s
bandwidth: 0.6755 eV
mass at top edge ka=pi: -4.009 m_e
mass at bottom with cutoff R: 0.00227 m_e
E-E(0) at ka=0.1: 0.15833 eV, with cutoff 0.11933 eV, change -24.6 %
--- alpha = 2.0
C = 1.5708, estimate of C = 1.5000, B = -0.2500
E-E(0) at ka=0.01: 3.1366e-03 eV; at ka=0.001: 3.1411e-04 eV
leading law at ka=0.01: 3.1416e-03 eV
measured exponent, ka 0.001 to 0.01: 0.9994
|B| q^2 / (C q^(alpha-1)): 0.159 % at ka=0.01, 1.59 % at ka=0.1
hbar v at ka=0.01: 1.5658; at ka=0.001: 1.5703 eV angstrom
v at ka=0.001: 2.386e+05 m/s
bandwidth: 0.4935 eV
mass at top edge ka=pi: -3.048 m_e
mass at bottom with cutoff R: 0.01524 m_e
E-E(0) at ka=0.1: 0.03092 eV, with cutoff 0.02901 eV, change -6.2 %
--- alpha = 2.5
C = 1.6711, estimate of C = 1.6667, B = -0.7302
E-E(0) at ka=0.01: 3.1961e-04 eV; at ka=0.001: 1.0423e-05 eV
leading law at ka=0.01: 3.3422e-04 eV
measured exponent, ka 0.001 to 0.01: 1.4866
|B| q^2 / (C q^(alpha-1)): 4.369 % at ka=0.01, 13.82 % at ka=0.1
hbar v at ka=0.01: 0.2361; at ka=0.001: 0.0778 eV angstrom
v at ka=0.001: 1.182e+04 m/s
bandwidth: 0.4417 eV
mass at top edge ka=pi: -2.520 m_e
mass at bottom with cutoff R: 0.08198 m_e
E-E(0) at ka=0.1: 0.00911 eV, with cutoff 0.00898 eV, change -1.4 %
--- limits
alpha=1.5, cutoff R: largest hbar v = 10.588 eV angstrom at ka = 0.0258
alpha=1.5: growth of largest v for R 100 to 10000: 9.980
alpha=4: bottom mass = 0.9265 m_e
```
